# When one attractive site binds, and what periodic cells show

## Problem

One electron moves on a simple-cubic lattice of spacing $a$. The amplitude for hopping between nearest neighbours is $-t$, with $t>0$. One site, the defect, has energy $-U$, with $U>0$; all other sites have energy zero. Wave vectors $k$ are measured in units of $1/a$, so the host band is

$$E_k=-2t(\cos k_x+\cos k_y+\cos k_z),$$

with its lower edge at $-6t$. Write a level as $E=-6t-\varepsilon$. The depth $\varepsilon$ is positive below the edge.

(a) Show that in the infinite lattice a bound state below the band exists only for $U$ above a threshold $U_c\approx3.96\,t$.

(b) Take a periodic cell of $N=L^3$ sites containing one defect. Show that with zero supercell Bloch vector a level lies below $-6t$ for every $U>0$. What happens if the wave function must change sign across the cell in each direction?

(c) Find how the depth in the periodic cell depends on $L$ below, at and above threshold.

(d) Use a mass of $0.35\,m_0$ and a cation spacing of 0.33 nm, rough values for amorphous In-Ga-Zn oxide. Decide whether sites with $U=3.0$ eV and $U=5.0$ eV bind, and what small cells would suggest.

(e) Estimate the main effects that the model leaves out.

## Solution

### (a) The threshold

Let $\psi_k$ be the amplitude on the host plane wave $k$ and $\psi_0=N^{-1/2}\sum_k\psi_k$ the amplitude on the defect. The Schrödinger equation is

$$(E_k-E)\psi_k=\frac{U}{\sqrt N}\,\psi_0 .$$

For $E$ below all $E_k$, $\psi_0$ cannot vanish, since every $\psi_k$ would then vanish too. Dividing by $E_k-E$, summing over $k$ and cancelling $\psi_0$ gives

$$\frac1U=g(\varepsilon),\qquad g(\varepsilon)=\frac1N\sum_k\frac{1}{E_k+6t+\varepsilon}.\tag{1}$$

In the infinite lattice the sum becomes an average over the Brillouin zone, called $g_\infty$. Each term falls as $\varepsilon$ grows, and $g\le1/\varepsilon$, so $g_\infty$ falls steadily from $g_\infty(0)$ to zero. Equation (1) then has one root $\varepsilon>0$ if $1/U<g_\infty(0)$, and none otherwise. At equality the solution has $\psi_k\propto1/k^2$ near the edge; its norm contains $\int k^2dk/k^4$, which diverges, so it is not a bound state.

To find $g_\infty(0)$, write $1/A=\int_0^\infty e^{-A\tau}d\tau$ with $A=E_k+6t+\varepsilon$ and set $x=2t\tau$. The exponential factorizes in the three directions. Since $I_0(x)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{x\cos k}dk$ is a modified Bessel function,

$$g_\infty(\varepsilon)=\frac1{2t}\int_0^\infty e^{-\varepsilon x/2t}\left[e^{-x}I_0(x)\right]^3dx.\tag{2}$$

For large $x$, $e^{-x}I_0(x)\approx(2\pi x)^{-1/2}$. At $\varepsilon=0$ the integrand falls as $x^{-3/2}$ and the integral converges. With one or two Bessel factors, as in one or two dimensions, it would diverge, and any $U>0$ would bind. In three dimensions too few states lie near the edge for that. Hence

$$U_c=\frac1{g_\infty(0)}=\frac{2t}{W},\qquad W=\int_0^\infty\left[e^{-x}I_0(x)\right]^3dx=0.505462,$$

and $U_c=3.957\,t$. As a check, doing the $k_z$ integral first gives

$$W=\frac1{\pi^2}\int_0^\pi\!\!\int_0^\pi\frac{dk_x\,dk_y}{\sqrt{b^2-1}},\qquad b=3-\cos k_x-\cos k_y,$$

whose numerical value agrees to the seven decimals printed.

### (b) Two kinds of finite cell

With zero supercell Bloch vector the allowed components are $k=2\pi m/L$, which include $k=0$. That term has $E_k=-6t$, so

$$g_P(\varepsilon)=\frac1{N\varepsilon}+\frac1N\sum_{k\ne0}\frac1{E_k+6t+\varepsilon}.$$

This falls from infinity to zero, and $1/U=g_P$ has a root for every $U>0$. The root comes from one discrete state lying at the edge and says nothing yet about binding.

The zero Bloch vector matters. If the wave function changes sign across the cell in each direction, the components are $k=(2m+1)\pi/L$ and $k=0$ is absent. To compare the cells, use $e^{x\cos k}=\sum_pI_p(x)e^{ipk}$ and average over the allowed $k$. Only $p=nL$ survives, so

$$\frac1L\sum_ke^{x\cos k}=\sum_n\eta^n I_{nL}(x),\tag{3}$$

with $\eta=1$ for the periodic and $\eta=-1$ for the antiperiodic cell. The cell version of (2) has this sum in place of $I_0$.

We need $I_n>I_{n+1}$ for $n\ge0$, $x>0$. Let $D_n=I_n-I_{n+1}$. From $I_n'=(I_{n-1}+I_{n+1})/2$ follows $D_n'=(D_{n-1}+D_{n+1})/2$, with $D_{-1}=-D_0$ because $I_{-1}=I_1$. At $x=0$, $D_0=1$ and the others vanish. Each $D_n$ is fed by its neighbours with positive coefficients, and the only negative coefficient is the decay of $D_0$ itself, so all $D_n$ become and stay positive.

The periodic sum is $I_0$ plus positive terms. The antiperiodic sum is $I_0-2(I_L-I_{2L})-2(I_{3L}-I_{4L})-\dots$, which is below $I_0$; it is also positive, being an average of exponentials. Cubing keeps the order, and for $\varepsilon>0$

$$g_A(\varepsilon)<g_\infty(\varepsilon)<g_P(\varepsilon).$$

The first inequality also holds at $\varepsilon=0$. If $U\le U_c$, then for every $\varepsilon\ge0$ we have $g_A(\varepsilon)\le g_A(0)<1/U_c\le1/U$, so the antiperiodic cell has no level at or below $-6t$. If $U>U_c$, the true depth $\varepsilon_b$ is bracketed at every $L$:

$$\varepsilon_A<\varepsilon_b<\varepsilon_P .$$

### (c) How the depth depends on cell size

**Small depth in the infinite lattice.** Put $\varepsilon=t\kappa^2$. The change of $g_\infty$ comes from $k$ of order $\kappa$, where $E_k+6t\approx tk^2$:

$$g_\infty(\varepsilon)-g_\infty(0)\approx-\frac{\kappa^2}{t}\,\frac1{2\pi^2}\int_0^\infty\frac{dk}{k^2+\kappa^2}=-\frac{\kappa}{4\pi t}.$$

Setting $g_\infty=1/U$ gives, just above threshold,

$$\varepsilon_b\approx16\pi^2t^3\left(\frac1{U_c}-\frac1U\right)^2.\tag{4}$$

The depth starts quadratically, so a site slightly above threshold binds very weakly.

**Images.** Multiplying out the three sums (3) shows that $g_P$ is a sum over periodic images, $g_P=\sum_{\mathbf n}G(L\mathbf n)$, where $G(\mathbf R)$ is the zone average of $e^{i\mathbf k\cdot\mathbf R}/(E_k+6t+\varepsilon)$ and $G(0)=g_\infty$. For small $\kappa$ and large $R$,

$$G(R)\approx\frac1{2\pi^2tR}\int_0^\infty\frac{k\sin kR}{k^2+\kappa^2}dk=\frac{e^{-\kappa R}}{4\pi tR}.$$

With $y=\kappa L$, the level condition multiplied by $4\pi tL$ becomes

$$y-S(y)=4\pi tL\left(\frac1{U_c}-\frac1U\right),\qquad S(y)=\sum_{\mathbf n\ne0}\frac{e^{-y|\mathbf n|}}{|\mathbf n|}.\tag{5}$$

**At threshold** the right side vanishes. The left side rises steadily with $y$, so there is one root, $y=1.9458$, and

$$\varepsilon\approx\frac{ty^2}{L^2}=\frac{3.786\,t}{L^2}.$$

The lattice values of $\varepsilon L^2/t$ are 3.770 at $L=32$ and 3.777 at $L=64$, approaching this limit.

**Below threshold** the right side of (5) tends to $-\infty$ as $L$ grows, so $y\to0$ and $S$ is needed at small $y$. Use

$$\frac{e^{-yr}}r=\int_0^\infty s^{-1/2}e^{-\pi r^2s-y^2/4\pi s}\,ds,\qquad \theta(s)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2s}.$$

Summing over $\mathbf n\ne0$ puts $\theta^3-1$ under the integral. Subtract $s^{-3/2}$ from it and add it back. The added part is $\int_0^\infty s^{-2}e^{-y^2/4\pi s}ds=4\pi/y^2$; the rest has a finite limit, called $-\alpha$. Thus $S=4\pi/y^2-\alpha$ plus terms that vanish with $y$, where

$$-\alpha=\int_0^\infty s^{-1/2}\left[\theta^3(s)-1-s^{-3/2}\right]ds.$$

For $s<1$ put $s=1/u$ and use $\theta(1/u)=\sqrt u\,\theta(u)$. That part becomes $\int_1^\infty[\theta^3(u)-1-u^{-3/2}]du$. The power terms of the two parts give $-1$ and $-2$, so

$$\alpha=3-\int_1^\infty(1+s^{-1/2})\left[\theta^3(s)-1\right]ds=2.8373 .$$

Equation (5) now reads $4\pi/y^2=\alpha+4\pi tL(1/U-1/U_c)$. Inserting this in $\varepsilon=ty^2/L^2$,

$$\varepsilon\approx\frac1{L^3\left[\dfrac1U-\dfrac1{U_c}+\dfrac{\alpha}{4\pi tL}\right]}.\tag{6}$$

For very large cells this is $\varepsilon\approx N^{-1}\,UU_c/(U_c-U)$. First-order perturbation theory for a uniform state gives $U/N$; the factor $U_c/(U_c-U)$ is the enhancement by repeated scattering at the site. The level is a shifted band state.

The probability on the defect shows the same thing. Since $\partial H/\partial U$ is minus the projector on the defect, $|\psi_0|^2=d\varepsilon/dU$. Differentiating (6),

$$|\psi_0|^2\approx\frac1{NU^2\left[1/U-1/U_c+\alpha/(4\pi tL)\right]^2}\;\to\;\frac1N\left(\frac{U_c}{U_c-U}\right)^2.\tag{7}$$

It vanishes as $1/N$, whereas a bound state keeps a finite probability on the site.

**Above threshold** write $\varepsilon_P=\varepsilon_b+\delta$ and expand $g_\infty$ about $\varepsilon_b$. To first order in the images,

$$\delta\approx\frac{\sum_{\mathbf n\ne0}G(L\mathbf n)}{-g_\infty'(\varepsilon_b)} .$$

The six nearest images dominate. Along an axis, the $k_x$ integral in $G$ has a pole at $k_x=i\kappa'$ when $k_y=k_z=0$, where

$$2t(\cosh\kappa'-1)=\varepsilon_b .$$

For small transverse $k$ the decay constant grows quadratically, and the Gaussian integral over the two transverse components gives a factor $1/L$. Hence $\delta\propto e^{-\kappa'L}/L$.

In the antiperiodic cell the six nearest images enter with a minus sign. The average of the two depths therefore cancels their first-order effect, leaving farther images and second-order terms.

### (d) Numbers for the oxide

Near the edge $E_k+6t\approx t(qa)^2$, with $q$ the wave vector in ordinary units. Equating this to $\hbar^2q^2/2m^*$ gives

$$t=\frac{\hbar^2}{2m^*a^2}=\frac{0.0381\ \text{eV nm}^2}{0.35\times(0.33\ \text{nm})^2}=1.00\ \text{eV},$$

and $U_c=3.96$ eV, or $6.3\times10^{-19}$ J. For these values the 3.0 eV site does not bind and the 5.0 eV site does. Since $U_c\propto1/(m^*a^2)$, the verdicts depend on the rough inputs: $0.40\,m_0$ with 0.36 nm would give $U_c=2.9$ eV, and $0.30\,m_0$ with 0.30 nm would give 5.6 eV. The depths in meV are as follows; a negative value means a level above the edge.

| $L$ | 3.0 eV, periodic | 3.0 eV, antiper. | 5.0 eV, periodic | 5.0 eV, antiper. |
|---|---|---|---|---|
| 4 | 110.6 | −965.7 | 573.1 | 263.5 |
| 8 | 17.7 | −317.1 | 409.0 | 396.2 |
| 16 | 2.6 | −94.6 | 401.9 | 401.8 |

**The weak site.** In the 64-site periodic cell it shows a level 111 meV below the edge, about four times $k_BT=25.9$ meV at 300 K. It could be taken for a shallow donor level. Equation (6), with energies in units of $t$, gives

$$\frac{\varepsilon}{t}\approx\frac1{64\,(0.3332-0.2527+0.0564)}=0.114,$$

or 114 meV, 3% above the lattice value. At $L=8$ the law gives 18.0 meV against 17.7 meV. The $\alpha$ term supplies 0.0564 of the bracket's 0.1369 at $L=4$, so small cells do not yet follow a pure $1/N$ law.

The depth first falls below $k_BT$ at $L=7$, where it is 25.4 meV. That makes it thermally small but does not prove the absence of binding. In the antiperiodic cell the level stays above the edge at all sizes calculated, as (b) requires for $U\le U_c$. At a finite size this too is no proof, since a weakly bound site can also have its antiperiodic level above the edge; here the proof is $U<U_c$. The product $N|\psi_0|^2$ is 5.4 at $L=4$ and 14.4 at $L=32$, against the limit 17.1. The $\alpha$ term in (7) accounts for this slow approach; it gives about 14.5 at $L=32$.

**The strong site.** The infinite-lattice depth is 401.8 meV, with probability 0.61 on the defect. Equation (4) gives 440 meV, about 10% too much, because $\kappa$ is no longer small. The decay constant is $\kappa'=0.624$ per site, a decay length of 0.53 nm. From $L=8$ to $L=12$ the periodic excess falls from 7.20 to 0.36 meV, a factor of about 20; the asymptotic law gives $e^{4\kappa'}\times12/8\approx18$. At $L=8$ the average of the two depths is 402.6 meV, within 0.2% of the true value. At $L=4$ the average is 418 meV, within about 4%, although each cell alone is wrong by 34% or more.

The small-cell levels are correct for another system, an ordered array of defects. One defect per 64-site cell, 1.32 nm on a side, means $4.3\times10^{20}\ \text{cm}^{-3}$. The error lies in reading such a level as that of an isolated defect.

### (e) What the model leaves out

**A charged donor.** The threshold belongs to a short-range potential. An ionized donor also has a Coulomb tail. With a rough relative permittivity of 10, the effective-mass hydrogen formula gives

$$13.6\ \text{eV}\times\frac{0.35}{10^2}=48\ \text{meV},\qquad 0.0529\ \text{nm}\times\frac{10}{0.35}=1.5\ \text{nm}$$

for the depth and radius due to the tail alone. Without screening, such a donor has a bound level even if its attractive short-range part is below threshold; that part makes the state deeper and more compact. The radius for the tail alone exceeds the edge of the $L=4$ cell, so that cell cannot represent the state bound by the tail alone. Free carriers screen the tail and bring a threshold back: in a Thomas-Fermi estimate with the values used here, the tail alone no longer binds above about $1.3\times10^{19}$ carriers per cm³ at zero temperature, or about $2\times10^{19}$ at 300 K.

**Disorder.** Give the host sites independent random energies of rms $\sigma=0.30$ eV, a chosen value. First-order theory gives the cell's lowest level a spread $\sigma/\sqrt N$. The squared matrix element from $k=0$ to another $k$ averages $\sigma^2/N$, so the second-order mean shift is

$$-\frac{\sigma^2}N\sum_{k\ne0}\frac1{E_k+6t}.$$

At $L=8$ the spread is 13.3 meV and the shift $-20.2$ meV. Diagonalizing 24 random cells gave 12.3 and $-20.5$ meV, with sampling errors of about 2 and 0.3 meV, the shift being taken after removing each cell's mean site energy. The weak site's false depth of 17.7 meV is of the same size, so the reference edge should come from the same disordered cell without the defect. These formulas do not describe localized tail states, for which a sharp edge is no longer a suitable reference.

**Band shape.** Add hopping $-t_2$ between second neighbours to nearest-neighbour hopping $-t_1$. The mass is unchanged if $t_1+4t_2=t$. For $t_2/t_1=0.10$ the threshold falls to 3.65 eV, by 8%. The effective mass alone therefore does not fix $U_c$, which depends on the whole band.

**Changed bonds at the defect.** Let the hopping between the defect and its six neighbours be $-st$. Eliminating all other sites from the Schrödinger equation leaves

$$E+U=s^2\Sigma(E),$$

where $\Sigma$ is the contribution of the surroundings for $s=1$. In that case equation (1) requires $U=1/g$, so $\Sigma=E+1/g$. At the edge $E=-6t$ and $1/g_\infty=U_c$, which gives

$$U_c(s)=6t-s^2(6t-U_c).$$

For $s=1.10$ the threshold is 3.53 eV, 11% lower. The 3.0 eV site would start to bind when $s^2=(6-3.00)/(6-3.957)$, that is at $s\approx1.21$.

**The real material.** The mass, spacing and permittivity are rough values for In-Ga-Zn oxide, but the lattice is not its structure. The real network is disordered and has several cations. The single band of width $12t=12$ eV is a model feature; in the oxide, higher bands overlap this energy range. The two values of $U$ were chosen to lie on either side of the threshold and describe no identified defect. A missing oxygen atom, for example, changes several bonds at once and may be charged. The bond estimate shows that a 10% change in hopping moves $U_c$ by about 0.4 eV, and an attractive Coulomb tail removes the threshold as long as it is not screened. Electron repulsion and full atomic relaxation are also absent and have not been estimated here.

For a neutral defect confined to one site, in an ordered host whose only band minimum is at $k=0$, the two boundary conditions suggest a usable test. The position of the minimum matters: if it were at the zone corner, an antiperiodic cell with odd $L$ would contain the edge state and show a level below the edge for every $U>0$. In this model, a level below the host edge in the antiperiodic cell proves binding. The proof in (b) uses nearest-neighbour hopping and does not carry over to every host: an added hopping $+0.2\,t$ to the second site along each axis keeps the minimum at $k=0$, yet the ordering $g_A<g_\infty<g_P$, and with it the bracketing of the depth, fails for some $L$ at a depth of $0.1\,t$. A level below it only in the periodic cell leaves the question open. The trend with size is then the guide: a depth that falls as $1/N$ points to a shifted band state, and one that settles at a finite value points to binding. Close to threshold the depth first falls roughly as $1/L^2$ on either side, as in (c), and only very large cells separate the two cases; at $U=1.01\,U_c$ the antiperiodic level first drops below the edge at $L=56$. The edge in both comparisons is that of the infinite host, $-6t$, rather than the lowest host level of the antiperiodic cell. Further sizes are listed in the numerical output.

## Computed results

```
effective mass (rough) = 0.35 m0
cation spacing (rough) = 0.33 nm
hopping t = 0.9996 eV; band width 12t = 12.00 eV
W: Bessel 0.5054620, momentum 0.5054620
threshold Uc/t = 3.95678; Uc = 3.955 eV
alpha = 2.837297; y = 1.94577; y^2 = 3.7860
depth*L^2/t at Uc: L=32 3.7696, L=64 3.7774
weak U = 3.00 eV = 3.0012 t
strong U = 5.00 eV = 5.0020 t
Depth below -6t in meV (negative = above the edge)
P periodic, A antiperiodic; w weak, c at Uc, s strong
  L     N      P,w      P,c      P,s      A,w      A,s
  3    27   230.00   424.45   804.93 -1522.79    14.49
  4    64   110.64   235.11   573.10  -965.69   263.51
  6   216    38.38   103.83   436.35  -508.37   376.54
  8   512    17.71    58.43   409.04  -317.05   396.23
 12  1728     5.78    26.03   402.21  -158.10   401.52
 16  4096     2.57    14.67   401.87   -94.60   401.82
 32 32768     0.35     3.68   401.84   -26.08   401.84
Size law for weak U, and site weights (dimensionless)
L=4: law 114.076 meV, weight w 0.08390, N*w 5.37, s 0.4744
L=8: law 17.962 meV, weight w 0.01758, N*w 9.00, s 0.5878
L=16: law 2.580 meV, weight w 0.00299, N*w 12.23, s 0.6090
L=32: law 0.349 meV, weight w 0.00044, N*w 14.43, s 0.6091
limit of N*weight, weak = 17.15
strong, infinite lattice: depth = 401.84 meV
strong, near-threshold formula = 440.24 meV
strong, infinite lattice: site weight = 0.6091
strong: kappa' = 0.6239 per site; 1/kappa' = 0.529 nm
kT at 300 K = 25.85 meV
first L with weak false depth below kT = 7, depth 25.41 meV
L=4 cell: edge 1.32 nm, defects 4.35e+20 cm^-3
relative permittivity (rough) = 10
Coulomb donor: depth 47.6 meV, radius 1.51 nm
site disorder rms (chosen) = 0.30 eV, L = 8
edge shift: found -20.45, theory -20.22 meV
edge spread: found 12.30, theory 13.26 meV
second-neighbour ratio 0.10, same mass: Uc = 3.653 eV
defect bonds times 1.10: Uc = 3.526 eV
```
